# Why Local Fields Lower the Static RPA Permittivity of an Insulator

## Result and assumptions

In the random-phase approximation (RPA), the static macroscopic electronic permittivity $\epsilon_M$ of a periodic insulator satisfies

$$
\epsilon_M=h-w^\dagger B^{-1}w,\qquad 1\le\epsilon_M\le h. \tag{1}
$$

Here $h$, $w$ and $B$ are the head, wing and body of the symmetrized dielectric matrix. The head is the element with both reciprocal-lattice vectors zero, the wing couples the macroscopic component to the microscopic ones, and the body acts among the microscopic ones. The upper equality holds if and only if $w=0$.

The nuclei are clamped, the temperature is zero, and a gap separates occupied from empty one-electron states. The Hamiltonian is spin-independent and time-reversal symmetric, with a local potential. Atomic units are used in the algebra. Potentials denote the potential energy of an electron, so the Coulomb interaction is positive.

## The response is negative

Let $\mathbf q$ be the wave vector of the perturbation, $\mathbf G$ a reciprocal-lattice vector, $\Omega$ the cell volume and $N$ the number of cells, equal to the number of $\mathbf k$ points. A static potential $\delta V=W+W^\dagger$, with

$$
W=\sum_{\mathbf G'}\phi_{\mathbf G'}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r},
$$

changes an occupied orbital $v$ by

$$
\delta\psi_v=-\sum_c\psi_c\frac{\langle c|\delta V|v\rangle}{E_c-E_v}.
$$

Mixing among occupied orbitals leaves the density unchanged, so the sum runs over empty states $c$. The density change is $2\sum_v(\psi_v^*\delta\psi_v+\text{c.c.})$, where 2 counts spin. With $O_{\mathbf G}=e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}$, its Fourier component at $\mathbf q+\mathbf G$ is

$$
\delta n_{\mathbf G}=-\frac{2}{N\Omega}\sum_{vc}
\frac{\langle v|O_{\mathbf G}|c\rangle\langle c|W|v\rangle
+\langle c|O_{\mathbf G}|v\rangle\langle v|W|c\rangle}{E_c-E_v}. \tag{2}
$$

Crystal momentum selects $W$ rather than $W^\dagger$ in both terms. For a multiplicative operator, $\langle c|O|v\rangle=\langle v^*|O|c^*\rangle$. Time reversal makes $v^*$ and $c^*$ eigenstates with the same energies as $v$ and $c$, so the second term, summed over all states, equals the first. With $M_{\mathbf G}=\langle v|O_{\mathbf G}|c\rangle$, the response defined by $\delta n=\chi_0\phi$ is

$$
(\chi_0)_{\mathbf G\mathbf G'}=-\frac{4}{N\Omega}\sum_{vc}
\frac{M_{\mathbf G}M_{\mathbf G'}^*}{E_c-E_v}. \tag{3}
$$

For any vector $x$,

$$
-x^\dagger\chi_0x=\frac{4}{N\Omega}\sum_{vc}
\frac{\left|\sum_{\mathbf G}x_{\mathbf G}^*M_{\mathbf G}\right|^2}{E_c-E_v}\ge0, \tag{4}
$$

because every denominator is positive.

In the RPA the electrons respond to the external potential plus the Hartree potential of the induced density:

$$
\phi=\phi^{\rm ext}+v\chi_0\phi,\qquad
v_{\mathbf G}=\frac{4\pi}{|\mathbf q+\mathbf G|^2}. \tag{5}
$$

Thus $(1-v\chi_0)\phi=\phi^{\rm ext}$. The matrix $1-v\chi_0$ is generally not Hermitian, but it is similar to one that is:

$$
\epsilon=1-v^{1/2}\chi_0v^{1/2},\qquad
1-v\chi_0=v^{1/2}\epsilon v^{-1/2}. \tag{6}
$$

Applying (4) to $v^{1/2}x$ gives $x^\dagger\epsilon x\ge x^\dagger x$, written $\epsilon\ge1$. Since $v$ is diagonal, the similarity multiplies element $\mathbf G\mathbf G'$ by $(v_{\mathbf G}/v_{\mathbf G'})^{1/2}$. It therefore leaves diagonal elements unchanged, both in the matrix and in its inverse. The two forms share the same head and the same $00$ element of the inverse.

## The macroscopic permittivity and its optical limit

A macroscopic source produces an external potential with only the component $\mathbf G=0$. The macroscopic total potential is the $\mathbf G=0$ component of $\phi$, since averaging over a cell removes the rapid oscillations. Both longitudinal fields are proportional to $q$ times their potentials, so

$$
\epsilon_M=\lim_{q\to0}\frac{\phi_0^{\rm ext}}{\phi_0}
=\lim_{q\to0}\frac{1}{[\epsilon^{-1}]_{00}}. \tag{7}
$$

The factor $v_0^{1/2}=\sqrt{4\pi}/q$ diverges, and the limit must be shown to be finite. Place $v$ at $\mathbf k-\mathbf q/2$ and $c$ at $\mathbf k+\mathbf q/2$. Then $M_0$ is the overlap of their cell-periodic parts, which vanishes at $q=0$ by orthogonality. The Hamiltonian for these parts is $(\mathbf p+\mathbf k)^2/2+V$, whose derivative with respect to $\mathbf k$ has matrix elements $\mathbf p_{vc}=\langle v|\mathbf p|c\rangle$. First-order changes of the bra and the ket each contribute $\mathbf q\cdot\mathbf p_{vc}/[2(E_c-E_v)]$, hence

$$
M_0=\frac{\mathbf q\cdot\mathbf p_{vc}}{E_c-E_v}+O(q^2). \tag{8}
$$

With $\hat{\mathbf q}=\mathbf q/q$, inserting (8) in (3) and (6) gives

$$
h=1+\frac{16\pi}{N\Omega}\sum_{vc}
\frac{|\hat{\mathbf q}\cdot\mathbf p_{vc}|^2}{(E_c-E_v)^3}, \tag{9}
$$

$$
w_{\mathbf G}=\frac{16\pi}{N\Omega|\mathbf G|}\sum_{vc}
\frac{M_{\mathbf G}(\hat{\mathbf q}\cdot\mathbf p_{vc})^*}{(E_c-E_v)^2},
\qquad \mathbf G\ne0. \tag{10}
$$

In both, the factor $4\pi$ from the Coulomb interaction multiplies the 4 in (3), and the powers of $q$ cancel. The limit is taken first for a finite set of $\mathbf G$ vectors, which is then enlarged.

## Eliminating the microscopic fields

In block form,

$$
\epsilon=\begin{pmatrix}h&w^\dagger\\w&B\end{pmatrix}. \tag{11}
$$

Let $(a,b)$ be the first column of $\epsilon^{-1}$. By definition,

$$
ha+w^\dagger b=1,\qquad wa+Bb=0. \tag{12}
$$

Vectors without a macroscopic component obey $\epsilon\ge1$ too, so $B\ge1$ and $B$ is invertible. The second equation gives $b=-B^{-1}wa$. Substitution in the first gives $a(h-w^\dagger B^{-1}w)=1$. Since $a=[\epsilon^{-1}]_{00}=1/\epsilon_M$, this is the Schur complement in (1).

The inverse of a positive-definite matrix is positive definite, so $w^\dagger B^{-1}w\ge0$, with equality only for $w=0$. This proves the upper bound. For the lower one, $\epsilon\ge1$ implies $0<\epsilon^{-1}\le1$, hence $0<1/\epsilon_M\le1$.

If $b_{\min}$ and $b_{\max}$ are the extreme eigenvalues of $B$, expansion of $w$ in its eigenvectors also bounds the size of the reduction:

$$
\frac{|w|^2}{b_{\max}}\le h-\epsilon_M\le\frac{|w|^2}{b_{\min}}. \tag{13}
$$

## A variational reading

Consider the quadratic form for a unit macroscopic component and arbitrary microscopic components $y$. Completing the square gives

$$
\begin{aligned}
F(y)&=h+w^\dagger y+y^\dagger w+y^\dagger By\\
&=\epsilon_M+(y+B^{-1}w)^\dagger B(y+B^{-1}w).
\end{aligned} \tag{14}
$$

Multiplying out the last product produces $y^\dagger By+y^\dagger w+w^\dagger y+w^\dagger B^{-1}w$, and its final term turns $\epsilon_M$ back into $h$. Therefore $\epsilon_M=\min_yF(y)$, whereas $h=F(0)$.

The symmetrized potential is $v^{-1/2}\phi$, so $y_{\mathbf G}=|\mathbf G|\phi_{\mathbf G}/(q\phi_0)$ in the optical limit. It is the ratio of a microscopic field amplitude to the macroscopic one. The head describes electrons that respond to the macroscopic field alone. Allowing the microscopic fields to adjust at a fixed macroscopic field lowers $F$.

Equation (14) also settles the infinite set of $\mathbf G$ vectors. At fixed $\chi_0$, a larger set contains every trial vector of the smaller set, padded with zeros. The minimum cannot rise, and it is bounded below by 1, so it converges. A truncated set overestimates $\epsilon_M$, or at best reproduces it.

For an anisotropic crystal, (9) is quadratic and (10) linear in $\hat{\mathbf q}$. Writing $h=\hat{\mathbf q}^TH\hat{\mathbf q}$ and $w=\mathcal W\hat{\mathbf q}$ gives

$$
\epsilon_M(\hat{\mathbf q})=\hat{\mathbf q}^T
\left(H-\mathcal W^\dagger B^{-1}\mathcal W\right)\hat{\mathbf q}. \tag{15}
$$

The inequality thus holds along every direction.

## One transition, and failure above resonance

Suppose that the response has one term and one microscopic component:

$$
\epsilon=1+s\begin{pmatrix}u_0^2&u_0u_1\\u_0u_1&u_1^2\end{pmatrix},
$$

with real $u_0,u_1$ and $s>0$. Then

$$
\epsilon_M=1+su_0^2-\frac{s^2u_0^2u_1^2}{1+su_1^2}
=1+\frac{su_0^2}{1+su_1^2}. \tag{16}
$$

For $su_1^2\ll1$ the reduction is of second order in $s$. For $su_1^2\gg1$ the head grows without limit while $\epsilon_M$ saturates at $1+u_0^2/u_1^2$.

At a real frequency $\omega$, without damping, the two equal static terms $1/\Delta+1/\Delta$ for a transition energy $\Delta$ become

$$
\frac1{\Delta-\omega}+\frac1{\Delta+\omega}
=\frac2\Delta\,\frac1{1-\omega^2/\Delta^2}.
$$

Thus $s$ is replaced by $s(\omega)=s/(1-\omega^2/\Delta^2)$. Take $u_0=u_1=1$ and static $s=2$. At $\omega^2=\Delta^2/4$, $s(\omega)=8/3$, so $h=3.67$ and $\epsilon_M=1.73$. At $\omega^2=2\Delta^2$, $s(\omega)=-2$. The body is then $-1$, and $h=-1$ while $\epsilon_M=3$: the ordering is reversed. In this model the reversal occurs where $1+s(\omega)<0$, that is for $\Delta^2<\omega^2<3\Delta^2$. Positivity of the body is what the upper bound needs, and a resonance can remove it. The lower bound needs $\epsilon\ge1$, which is a stronger condition. For $\omega^2>3\Delta^2$ the body is positive again and $\epsilon_M\le h$ holds, but $\epsilon_M<1$: at $\omega^2=4\Delta^2$, $h=1/3$ and $\epsilon_M=-1$.

## A model gate oxide

The example is a simple cubic crystal of side $L=0.255$ nm with eight electrons per cell and the potential

$$
V=-2U[\cos(gx)+\cos(gy)+\cos(gz)],\qquad g=2\pi/L, \tag{17}
$$

where $U=11.3$ eV. Its orbitals are products of one-dimensional Bloch functions. With band indices along $x,y,z$, the filled bands are $(1,1,1)$, $(2,1,1)$, $(1,2,1)$ and $(1,1,2)$. The gap is 6.87 eV.

The response (3) was evaluated with 729 plane waves, 125 $\mathbf G$ vectors and a $16\times4\times4$ mesh of $\mathbf k$ points, with $\mathbf q$ along $x$. The head is $h=4.559$, and (9) gives the same value. The Schur complement gives

$$
\epsilon_M=4.559-0.730=3.829. \tag{18}
$$

Iterating the Hartree equation (5) to self-consistency and minimizing (14) numerically both reproduce this value. The reduction is $0.730/4.559=16\%$ of the head, or $0.730/3.559=20.5\%$ of the susceptibility $h-1$.

The body eigenvalues run from 1.000 to 1.853 and $|w|^2=1.284$, so (13) confines the reduction to between 0.693 and 1.284. The actual value lies near the lower end. Indeed $|w|^2/(h-\epsilon_M)=1.76$ is a harmonic mean of the body eigenvalues, weighted by the wing. Its closeness to 1.853 shows that the wing lies mainly along the strongly screened microscopic modes.

With 1, 27 and 125 $\mathbf G$ vectors, $\epsilon_M$ is 4.559, 3.912 and 3.829, decreasing as (14) requires. Refining the mesh to $20\times8\times8$ with 27 $\mathbf G$ vectors changes it by $0.10\%$. Going to 343 $\mathbf G$ vectors and 1331 plane waves changes it by $-0.08\%$ on a coarse $4\times2\times2$ mesh. On a $64\times16\times16$ mesh with 343 or more $\mathbf G$ vectors the head is 4.564, the reduction 0.7346 and $\epsilon_M=3.8295$; with 343 vectors the largest body eigenvalue is 1.859 and $|w|^2=1.298$. The head and the reduction in (18) are thus low by about 0.005. In $\epsilon_M$ the mesh error and the truncation error, each about $0.1\%$, happen to cancel.

Equation (15) was tested with $U$ multiplied by 0.95, 1.10 and 1.00 along $x$, $y$ and $z$. The mirror symmetries remove off-diagonal tensor elements, so the value along $(110)$ must be the mean of those along $x$ and $y$. The results are 2.2870 along $x$, 2.2237 along $y$ and 2.2553 along $(110)$, which is that mean. These permittivities lie far below 3.83. They were computed with four $\mathbf k$ points per axis and 27 $\mathbf G$ vectors, and they test the tensor law at a fixed mesh without being converged values. The coarse mesh is the main cause: on it the isotropic crystal gives 2.28. On a $48\times48\times16$ mesh with 343 $\mathbf G$ vectors the anisotropic crystal gives 4.32 along $x$ and 3.11 along $y$, so the coarse values understate both the size and the anisotropy and should not be compared with (18).

## What the RPA comparison leaves out

An exchange-correlation kernel $f$ replaces $\chi_0$ by the proper response $P=\chi_0+\chi_0fP$. Let $A=-\chi_0$ and suppose $f=-D$ with $D\ge0$. Then

$$
-P=(1-AD)^{-1}A
=A^{1/2}\left(1-A^{1/2}DA^{1/2}\right)^{-1}A^{1/2}\ge A, \tag{19}
$$

provided that the largest eigenvalue of $A^{1/2}DA^{1/2}$ is below 1. The second equality follows from $(1-AD)A^{1/2}=A^{1/2}(1-A^{1/2}DA^{1/2})$. The inequality holds because the inverse in brackets is at least 1. The dielectric matrix increases, and so does the minimum of its quadratic form. Under this condition an attractive kernel therefore cannot lower $\epsilon_M$ below its RPA value, and the result still lies at or below its own head.

For a uniform gas of density $n$ the exchange potential is $-(3n/\pi)^{1/3}$, and its derivative gives $f=-\frac13(3/\pi)^{1/3}n^{-2/3}$. It is evaluated at the mean density $8/\Omega$, with orbitals and energies held fixed. The largest eigenvalue of $A^{1/2}DA^{1/2}$ is then 0.38, so (19) applies. The kernel gives a head of 5.35 and $\epsilon_M=4.09$, which is $7\%$ above the RPA value. These values converge more slowly than the RPA ones: a $64\times16\times16$ mesh with 343 or more $\mathbf G$ vectors moves them to about 5.43 and 4.11. The size also depends on the use of the mean density, since the actual density is far from uniform. Evaluating the kernel at the local density $n(\mathbf r)$ gives a converged head of about 5.10 and $\epsilon_M\approx4.03$, which is $5\%$ above the RPA value. In both cases $\epsilon_M$ is still below the RPA head, but the theorem does not guarantee that ordering.

## Reading the numbers for a gate film

The cell volume per anion and the gap are in the rough range of amorphous alumina films. The electronic permittivity is not typical: 3.8 is well above the roughly 3 of such films, so the model is no prediction for alumina. For a film of thickness $d=5$ nm, the electronic capacitance per area $\epsilon_0\epsilon_M/d$ ($\epsilon_0$ being the vacuum permittivity) is 0.678 µF/cm², against 0.807 µF/cm² if the head is used. Among the omissions estimated here, the largest is the motion of the nuclei. One polar mode with charge $Ze$, reduced mass $\mu$ and transverse frequency $\omega_{\rm TO}$ obeys $\mu\omega_{\rm TO}^2u=ZeE$ in a static field $E$. Its polarization $Zeu/\Omega$ adds, in SI units,

$$
\Delta\epsilon_{\rm ion}=\frac{(Ze)^2}{\epsilon_0\Omega\mu\omega_{\rm TO}^2}. \tag{20}
$$

Rough values $Z=2$, $\hbar\omega_{\rm TO}=60$ meV and masses of 16 and 18 u give 6.0 and a total of 9.8. With this ionic part held fixed, using the head would overestimate the total by $0.73/9.8$, or roughly $7\%$.

Other omissions can be sized at 5 MV/cm and 400 K:

- **Finite thickness.** Replacing $q\to0$ by $q=\pi/d$ changes $\epsilon_M$ by $-0.95\%$ with 27 $\mathbf G$ vectors; a finer mesh and more $\mathbf G$ vectors give values between $-0.93\%$ and $-0.97\%$. This measures only the spatial dispersion of the bulk crystal and falls as $1/d^2$. The boundaries of a film give a correction that falls as $1/d$, depends on the termination and can be larger. Closing 20 cells (5.1 nm) of the model by hard walls at the potential maxima lowers the head by about $5\%$. Interface states and altered bonding are not included.
- **Nonlinearity.** The potential energy drop per cell is 0.128 eV. The square of its ratio to the gap, a rough scale for nonlinear corrections, is $3\times10^{-4}$.
- **Leakage.** For a barrier $\Phi=2.8$ eV, a mass $m=0.3$ electron masses and a force $F$, all rough except $F$, the triangular-barrier exponent $4\sqrt{2m}\,\Phi^{3/2}/(3F)$ is 35. The drop across the film is 2.5 eV, so the barrier is in fact trapezoidal. This multiplies the exponent by $1-(0.3/2.8)^{3/2}=0.96$, giving about 34. The mass is an outside input and not a property of the model. The model's conduction mass along the field is 0.10, and its own decay constant in the gap would give an exponent of about 18.
- **Breakdown and carriers.** The field is about 0.6 of a rough breakdown field of 8 MV/cm. The intrinsic thermal factor $e^{-E_g/2k_BT}$, with $E_g$ the gap, is about $10^{-43}$; defects and injected charge are outside this estimate.

The numerical output below lists the values computed by the program, with their units.

## Values computed for the example and the checks

```
cell side                               0.255 nm
potential coefficient U                 11.3 eV
electrons per cell                      8
band gap                                6.87 eV
k mesh                                  (16, 4, 4)
plane waves, G vectors                  729, 125
chi0 test, relative error               3.9e-09
head h                                  4.5589
head from momentum elements             4.5589
wing norm squared                       1.2844
body eigenvalues, min and max           1.0002, 1.8531
full matrix eigenvalues, min and max    1.0002, 4.9646
Schur correction h - eps_M              0.7295
bounds on the correction                0.6931, 1.2841
eps_M, Schur complement                 3.829370
eps_M, matrix inversion                 3.829370
eps_M, Hartree iteration                3.829370
eps_M, minimization                     3.829370
reduction of eps_M below head           16.00 %
reduction of the susceptibility         20.50 %
eps_M with 1, 27, 125 G vectors         4.5589, 3.9119, 3.8294
anisotropic eps_M along x, y, (110)     2.28699, 2.22367, 2.25533
oscillator below resonance: h, eps_M    3.6667, 1.7273
oscillator above resonance: h, eps_M    -1.0000, 3.0000
change, mesh (20,8,8), 27 G vectors     0.100 %
change, 343 G and 1331 plane waves,
  on the coarse mesh (4,2,2)            -0.077 %
exchange kernel: head, eps_M            5.3547, 4.0939
exchange kernel stability number (<1)   0.377
film thickness                          5.0 nm
electronic capacitance from head        0.8073 uF/cm2
electronic capacitance from eps_M       0.6781 uF/cm2
rough ion charge, TO energy             2.0 e, 60 meV
rough masses, anion and cation share    16 u, 18 u
rough ionic permittivity                6.0
rough total permittivity                9.8
total overestimated if head is used     7.43 %
change of eps_M at q = pi/thickness     -0.950 %
operating field, rough breakdown field  5.0, 8.0 MV/cm
potential drop per cell                 0.1275 eV per electron
(drop per cell / gap) squared           3.4e-04
rough barrier, tunnelling mass          2.8 eV, 0.3 m_e
tunnelling exponent, triangular barrier 35.1
temperature                             400 K
log10 of exp(-gap/2kT)                  -43.3
```
